# Why Adsorbate Repulsion Broadens Temperature-Programmed Desorption and Lowers Its Peak: test program

```python
# Result under test: for first-order desorption with barrier E(c) = E0 - w*c,
# a linear temperature ramp gives ONE peak, which starts earlier and moves down
# as the initial coverage rises, and is broadened by about 1 + w*c/(kB*T).
# A constant weaker barrier, in contrast, gives a narrower peak.
# Symbols: c coverage (0..1), E0 barrier of an isolated molecule (eV),
# w fall of the barrier from empty to full layer (eV), nu prefactor (1/s),
# beta heating rate (K/s), T temperature (K), V pair repulsion (eV), w = 4 V.
# "signal" is the coverage lost per kelvin.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline, RectBivariateSpline
from scipy.optimize import brentq
from scipy.signal import find_peaks, lfilter

kB = const.k / const.e                      # eV/K
E0, w, nu, beta = 1.30, 0.12, 1.0e15, 2.0
V = w / 4
site_area = 10.0                            # square angstrom
T_LO, T_HI = 250.0, 500.0


def linear_barrier(E, slope, prefactor):
    return lambda T, c: prefactor * np.exp(-(E - slope * c) / (kB * T))


def ramp(rate_constant, c0, heating=beta, lo=T_LO, hi=T_HI, rtol=1e-10):
    """Integrate d ln(c)/dT = -k(T, c)/beta; return T, c and signal."""
    temps = np.linspace(lo, hi, 6001)
    sol = solve_ivp(
        lambda T, y: [-float(rate_constant(T, np.exp(y[0]))) / heating],
        (lo, hi), [np.log(c0)], method="DOP853", t_eval=temps,
        rtol=rtol, atol=rtol, max_step=(hi - lo) / 60)
    assert sol.success
    c = np.exp(sol.y[0])
    return temps, c, rate_constant(temps, c) * c / heating


def peak_temperature(temps, signal):
    i = int(np.argmax(signal))
    a, b, d = np.log(signal[i - 1:i + 2])
    return temps[i] + 0.5 * (a - d) / (a - 2 * b + d) * (temps[1] - temps[0])


def full_width(temps, signal):
    """Distance between the outermost half-maximum points."""
    half = signal.max() / 2
    inside = np.where(signal >= half)[0]
    i, j = inside[0], inside[-1]
    left = np.interp(half, signal[i - 1:i + 1], temps[i - 1:i + 1])
    right = np.interp(-half, -signal[j:j + 2], temps[j:j + 2])
    return right - left


def count_maxima(signal, prominence):
    return len(find_peaks(signal, prominence=prominence * signal.max())[0])


def onset_temperature(temps, c, c0):
    return float(np.interp(-0.99 * c0, -c, temps))


def isolated_peak(E, prefactor, heating):
    f = lambda T: np.log(prefactor * kB * T**2 / (heating * E)) - E / (kB * T)
    return brentq(f, E / (kB * 80), E / (kB * 12))


# ---- Random mixing and detailed balance, by enumerating a 4 x 4 torus ----
states = np.arange(2**16)
occ = ((states[:, None] >> np.arange(16)) & 1).reshape(-1, 4, 4).astype(float)
neighbours = sum(np.roll(occ, s, axis=ax) for s in (1, -1) for ax in (1, 2))
bonds = 0.5 * (occ * neighbours).sum(axis=(1, 2))
number = occ.sum(axis=(1, 2))
mean_energy = np.array([V * bonds[number == n].mean() for n in range(17)])
for n in range(16):                         # cost of adding one molecule
    assert abs(mean_energy[n + 1] - mean_energy[n] - w * n / 15) < 1e-12
for log_activity in (-1.0, 1.0, 3.0):
    kT = kB * 400.0
    weight = np.exp(log_activity * number - V * bonds / kT)
    weight /= weight.sum()
    coverage = (weight * number).sum() / 16
    escape = (weight[:, None, None] * occ * np.exp(V * neighbours / kT)).sum() / 16
    assert abs((1 - coverage) * np.exp(log_activity) / escape - 1) < 1e-10

# ---- Prefactor of CO: atomic-unit formula against gas kinetics in SI ----
T_iso = isolated_peak(E0, nu, beta)
amu = const.physical_constants["atomic mass constant"][0]
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
time_au = const.physical_constants["atomic unit of time"][0]
mass, reduced, bond = 28.0 * amu, 12.0 * 16.0 / 28.0 * amu, 1.13e-10
kT_au = const.k * T_iso / hartree
inertia_au = reduced / const.m_e * (bond / bohr)**2
area_au = site_area * 1e-20 / bohr**2
q_rot_au = 2 * inertia_au * kT_au
q_ads = (mass / const.m_e * kT_au**2 * area_au * q_rot_au
         / (4 * np.pi**2) / (nu * time_au))  # value implied by nu, sticking 1
J = np.arange(150)
kT_si = const.k * T_iso
rot_levels = const.hbar**2 * J * (J + 1) / (2 * reduced * bond**2)
q_rot_sum = ((2 * J + 1) * np.exp(-rot_levels / kT_si)).sum()
wavelength = const.h / np.sqrt(2 * np.pi * mass * kT_si)
pressure_scale = kT_si * q_rot_sum / wavelength**3 / q_ads
nu_kinetic = site_area * 1e-20 * pressure_scale / np.sqrt(2 * np.pi * mass * kT_si)
assert abs(nu_kinetic / nu - 1) < 0.005     # classical rotor differs by B/(3kT)

# ---- Curvature of ln(rate) at any stationary point, symbolically ----
sT, sc, sE, sw, snu, sb = sp.symbols("T c E0 w nu beta", positive=True)
log_rate = sp.log(snu) + sp.log(sc) - (sE - sw * sc) / sT       # kB = 1
slope_c = -snu / sb * sc * sp.exp(-(sE - sw * sc) / sT)
along = lambda f: sp.diff(f, sT) + sp.diff(f, sc) * slope_c
first = along(log_rate)
second = along(first)
nu_stationary = -first.subs(snu, 0) / sp.diff(first, snu)
eps, x = (sE - sw * sc) / sT, sw * sc / sT
claimed = -(eps / sT**2) * (eps / (1 + x)**2 + 2 / (1 + x))
assert sp.simplify(second.subs(snu, nu_stationary) - claimed) == 0

# ---- Worked example ----
print("INPUTS: E0 = %.2f eV, w = %.2f eV, pair repulsion V = %.3f eV" % (E0, w, V))
print("nu = %.1e 1/s, heating rate = %.1f K/s, site area = %.1f A^2"
      % (nu, beta, site_area))
print("adsorbate partition function implied by nu for CO = %.0f" % q_ads)
print("zero-coverage peak = %.2f K, E0/kT there = %.2f" % (T_iso, E0 / (kB * T_iso)))
repulsive = linear_barrier(E0, w, nu)
peaks, widths = [], []
print("Repulsive layer: c0, 1% loss T (K), peak T (K), FWHM (K), coverage at peak")
for c0 in (0.1, 0.4, 0.7, 1.0):
    temps, c, signal = ramp(repulsive, c0)
    Tp, fw = peak_temperature(temps, signal), full_width(temps, signal)
    cp = float(np.interp(Tp, temps, c))
    peak_law = lambda T: (nu / beta * np.exp(-(E0 - w * cp) / (kB * T))
                          * (1 + w * cp / (kB * T)) - (E0 - w * cp) / (kB * T**2))
    assert abs(brentq(peak_law, 300, 480) - Tp) < 0.01
    e_p, x_p = (E0 - w * cp) / (kB * Tp), w * cp / (kB * Tp)
    near = np.abs(temps - Tp) < 1.5
    fit = np.polyfit(temps[near] - Tp, np.log(signal[near]), 4)
    curvature = -(e_p / Tp**2) * (e_p / (1 + x_p)**2 + 2 / (1 + x_p))
    assert abs(2 * fit[2] / curvature - 1) < 2e-3
    height = e_p * cp / ((1 + x_p) * Tp)
    assert abs(height / signal.max() - 1) < 1e-3
    T_on = onset_temperature(temps, c, c0)
    peaks.append(Tp)
    widths.append(fw)
    print("  %.1f  %.2f  %.2f  %.2f  %.3f" % (c0, T_on, Tp, fw, cp))
assert np.all(np.diff(peaks) < 0) and peaks[0] < T_iso
assert np.all(np.diff(widths) > 0)
full_signal = signal.copy()
print("Full layer at its peak: barrier = %.4f eV, E/kT = %.2f" % (E0 - w * cp, e_p))
print("  w c/kT = %.3f, apparent order 1 + w c/kT = %.3f" % (x_p, 1 + x_p))
print("  peak height = %.5f per K, Gaussian FWHM from curvature = %.2f K"
      % (height, np.sqrt(8 * np.log(2) / -curvature)))

# Early loss from the barrier frozen at its initial value
E_weak = E0 - w
early = lambda T: (np.log(nu * kB * T**2 / (beta * E_weak) * (1 - 2 * kB * T / E_weak))
                   - E_weak / (kB * T) - np.log(-np.log(0.99)))
T_on_formula = brentq(early, 260, 450)
assert abs(T_on_formula - T_on) < 0.5       # barrier rises slightly during 1% loss
print("Full layer 1%% loss: frozen-barrier formula = %.2f K, ramp = %.2f K"
      % (T_on_formula, T_on))

# Controls: no repulsion, constant weak binding, and second order
control = {}
for name, E in (("constant E0", E0), ("constant E0 - w", E_weak)):
    t, c, s = ramp(linear_barrier(E, 0.0, nu), 1.0)
    control[name] = (onset_temperature(t, c, 1.0), peak_temperature(t, s), full_width(t, s))
    print("Control %s: 1%% loss %.2f K, peak %.2f K, FWHM %.2f K"
          % ((name,) + control[name]))
assert control["constant E0 - w"][1] < control["constant E0"][1]
assert control["constant E0 - w"][2] < control["constant E0"][2] < widths[-1]
assert T_on < control["constant E0"][0]
print("Onset lowered by %.2f K; FWHM multiplied by %.3f relative to constant E0"
      % (control["constant E0"][0] - T_on, widths[-1] / control["constant E0"][2]))
second_order = lambda T, c: nu * c * np.exp(-E0 / (kB * T))
second_peaks = []
for c0 in (0.1, 1.0):
    t, c, s = ramp(second_order, c0)
    second_peaks.append(peak_temperature(t, s))
assert second_peaks[1] < second_peaks[0]
print("Peak shift, c0 0.1 to 1: repulsion %.2f K, second order without it %.2f K"
      % (peaks[-1] - peaks[0], second_peaks[1] - second_peaks[0]))
T_purge = 350.0
k_low, k_full = repulsive(T_purge, 0.0), repulsive(T_purge, 1.0)
print("Held at %.0f K: loss rate per molecule %.3e 1/s (dilute), %.3e 1/s (full)"
      % (T_purge, k_low, k_full))
print("  ratio full/dilute = %.1f" % (k_full / k_low))

# ---- The same claims over widely different parameters ----
rng = np.random.default_rng(7)
trials = 12
for _ in range(trials):
    E = rng.uniform(0.6, 2.5)
    pre, heat = 10**rng.uniform(12, 16), 10**rng.uniform(-1, 1.3)
    slope = E * rng.uniform(0.03, 0.30)
    T0 = isolated_peak(E, pre, heat)
    span = dict(heating=heat, lo=0.4 * T0, hi=1.2 * T0)
    found = []
    for s_w, c0, barrier in ((slope, 0.2, E), (slope, 1.0, E),
                             (0.0, 1.0, E), (0.0, 1.0, E - slope)):
        t, c, s = ramp(linear_barrier(barrier, s_w, pre), c0, **span)
        assert count_maxima(s, 1e-6) == 1
        found.append((peak_temperature(t, s), full_width(t, s)))
    assert found[1][0] < found[0][0] < T0
    assert found[3][1] < found[2][1] < found[1][1]
print("Random parameter sets passing shift, width and one-peak tests: %d" % trials)


# ---- Correlated lattice gas: transfer matrix on a long square-lattice tube ----
def tube(width):
    s = np.arange(2**width)
    ones = np.array([bin(i).count("1") for i in s])
    turned = ((s << 1) | (s >> (width - 1))) & (2**width - 1)
    return width, ones, ones[s & turned], ones[s[:, None] & s[None, :]]


def tube_coverage(parts, log_activity, v):
    width, ones, ring, between = parts
    half = np.exp(0.5 * (log_activity * ones - v * ring))
    vector = np.linalg.eigh(half[:, None] * np.exp(-v * between) * half)[1][:, -1]
    return float((vector**2 * ones).sum() / width)


six, eight = tube(6), tube(8)
v_test = V / (kB * 350.0)
for log_a in (0.0, 1.0, 3.0):
    assert abs(tube_coverage(six, log_a, v_test) - tube_coverage(eight, log_a, v_test)) < 0.005
assert abs(tube_coverage(six, 2 * v_test, v_test) - 0.5) < 1e-9
grid_T, grid_c = np.linspace(240, 510, 11), np.linspace(0, 1, 101)
table = []
for T in grid_T:
    v = V / (kB * T)
    log_as = np.linspace(-8, 4 * v + 8, 61)
    cs = np.array([tube_coverage(six, a, v) for a in log_as])
    gain = log_as + np.log((1 - cs) / cs)
    curve = CubicSpline(np.r_[0, cs, 1], np.r_[0, gain, 4 * v])
    table.append(curve(grid_c))
log_gain = RectBivariateSpline(grid_T, grid_c, np.array(table))
correlated = lambda T, c: nu * np.exp(-E0 / (kB * T) + log_gain.ev(T, c))
print("Barrier lowering at 350 K: c, linear law (eV), correlated lattice (eV)")
for c in (0.25, 0.50, 0.75):
    print("  %.2f  %.4f  %.4f" % (c, w * c, kB * 350 * float(log_gain.ev(350.0, c))))

# ---- Size of the effects left out, for the same example ----
gas_T, sample_area, pump_speed, chamber = 300.0, 1e-4, 0.1, 0.05   # SI units
mean_speed = np.sqrt(8 * const.k * gas_T / (np.pi * mass))
return_ratio = sample_area * mean_speed / 4 / pump_speed
power = lambda n: (lambda T, c: repulsive(T, c) * (T / T_iso)**n)
variants = (
    ("linear law", repulsive),
    ("correlated lattice", correlated),
    ("nu ten times smaller", linear_barrier(E0, w, nu / 10)),
    ("nu proportional to T^3", power(3)),
    ("nu proportional to 1/T", power(-1)),
    ("readsorption", lambda T, c: repulsive(T, c) / (1 + return_ratio * (1 - c))),
)
print("Model, full layer: 1% loss (K), peak (K), FWHM (K), shift from c0=0.1 (K), maxima")
for name, law in variants:
    t, c, s = ramp(law, 0.1, rtol=1e-8)
    dilute = peak_temperature(t, s)
    t, c, s = ramp(law, 1.0, rtol=1e-8)
    top = peak_temperature(t, s)
    print("  %s: %.2f  %.2f  %.2f  %.2f  %d"
          % (name, onset_temperature(t, c, 1.0), top, full_width(t, s),
             top - dilute, count_maxima(s, 0.005)))
lag = beta * chamber / pump_speed
keep = np.exp(-(temps[1] - temps[0]) / lag)
seen = lfilter([1 - keep], [1, -keep], full_signal)
print("Setup: sample %.1f cm^2, pump %.0f L/s, chamber %.0f L, gas at %.0f K"
      % (sample_area * 1e4, pump_speed * 1e3, chamber * 1e3, gas_T))
print("  returning flux/desorbing flux at unit sticking = %.3f" % return_ratio)
print("  pumping lag moves the full-layer peak by %.2f K"
      % (peak_temperature(temps, seen) - peaks[-1]))
molecules_per_s = full_signal.max() * beta * sample_area / (site_area * 1e-20)
pressure = molecules_per_s * const.k * gas_T / pump_speed / const.torr
print("  peak pressure rise = %.2e Torr" % pressure)
print("success")
```

Running it gives:

```
INPUTS: E0 = 1.30 eV, w = 0.12 eV, pair repulsion V = 0.030 eV
nu = 1.0e+15 1/s, heating rate = 2.0 K/s, site area = 10.0 A^2
adsorbate partition function implied by nu for CO = 497
zero-coverage peak = 415.77 K, E0/kT there = 36.28
Repulsive layer: c0, 1% loss T (K), peak T (K), FWHM (K), coverage at peak
  0.1  368.13  412.90  29.66  0.040
  0.4  358.13  404.08  38.15  0.178
  0.7  348.12  394.95  47.34  0.339
  1.0  338.11  385.49  57.07  0.523
Full layer at its peak: barrier = 1.2372 eV, E/kT = 37.24
  w c/kT = 1.891, apparent order 1 + w c/kT = 2.891
  peak height = 0.01749 per K, Gaussian FWHM from curvature = 65.55 K
Full layer 1% loss: frozen-barrier formula = 337.97 K, ramp = 338.11 K
Control constant E0: 1% loss 371.46 K, peak 415.77 K, FWHM 27.02 K
Control constant E0 - w: 1% loss 337.94 K, peak 378.35 K, FWHM 24.65 K
Onset lowered by 33.35 K; FWHM multiplied by 2.112 relative to constant E0
Peak shift, c0 0.1 to 1: repulsion -27.41 K, second order without it -26.46 K
Held at 350 K: loss rate per molecule 1.909e-04 1/s (dilute), 1.020e-02 1/s (full)
  ratio full/dilute = 53.4
Random parameter sets passing shift, width and one-peak tests: 12
Barrier lowering at 350 K: c, linear law (eV), correlated lattice (eV)
  0.25  0.0300  0.0240
  0.50  0.0600  0.0600
  0.75  0.0900  0.0960
Model, full layer: 1% loss (K), peak (K), FWHM (K), shift from c0=0.1 (K), maxima
  linear law: 338.11  385.49  57.07  -27.41  1
  correlated lattice: 338.05  377.20  61.05  -36.54  1
  nu ten times smaller: 357.46  410.18  62.08  -29.09  1
  nu proportional to T^3: 343.30  388.58  53.47  -25.34  1
  nu proportional to 1/T: 336.24  384.33  58.36  -28.17  1
  readsorption: 338.11  385.62  58.22  -28.40  1
Setup: sample 1.0 cm^2, pump 100 L/s, chamber 50 L, gas at 300 K
  returning flux/desorbing flux at unit sticking = 0.119
  pumping lag moves the full-layer peak by 1.00 K
  peak pressure rise = 1.09e-08 Torr
success
```
